**Exposed film area of equal hemispheres on a square grid**

The program tests the result that exposed film area peaks at first contact, at \(\pi/2\) times the flat substrate area. The grid pitch is \(a=2d\), the island radius is \(r\), and contact occurs at \(r=d\). Assertions compare the area formula with direct sampling of hemisphere surfaces before contact, after contact and after full coverage. Height maps test the link between area and volume growth, and the peak of film plus bare area. Further assertions treat random nuclei, unequal radii, flatter caps and the merging of one pair. For a pitch of 20 nm and a radial growth of 0.30 nm per cycle, the output gives a peak thickness gain of 0.471 nm per cycle. Random sites of the same density lower the peak area ratio from 1.571 to 1.285, while a ten-cycle delay on alternate sites raises it to 1.607.

## Check in Python

```python
"""Exposed area of equal hemispheres growing on a square grid.

Result under test: exposed film area per substrate area has its maximum,
pi/2, when neighbouring hemispheres first touch.
Symbols: pitch = grid spacing, half = pitch/2, radius = island radius.
Area ratio = exposed film area / flat substrate area. Lengths are in nm.
Growth takes place on film only, at equal speed along the surface normal.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import cKDTree
from scipy.special import dawsn

pitch = 20.0            # rough island spacing, nm
growth = 0.3            # rough radial growth, nm per cycle
delay_cycles = 10       # chosen delay of alternate sites
contact_angle = 70.0    # chosen contact angle, degrees
half = pitch / 2
closure = np.sqrt(2) * half


def area_ratio(radius):
    """Derived piecewise formula for equal islands."""
    if radius <= half:
        area = 2 * np.pi * radius**2
    elif radius <= closure:
        area = 2 * np.pi * half**2 * (1 - (radius / half - 1)**2)
    else:
        q = radius**2 - half**2
        area = 4 * radius * (2 * half * np.arcsin(half / np.sqrt(q))
                             - radius * np.arcsin(half**2 / q))
    return area / pitch**2


# Uniform sampling in height and azimuth is uniform in area on a sphere.
n_dir = 600
unit_z = ((np.arange(n_dir) + 0.5) / n_dir)[:, None]
azimuth = (2 * np.pi * (np.arange(n_dir) + 0.5) / n_dir)[None, :]
unit_x = np.sqrt(1 - unit_z**2) * np.cos(azimuth)
unit_y = np.sqrt(1 - unit_z**2) * np.sin(azimuth)


def sampled_ratio(mean_radius, half_difference=0.0):
    """Count surface points outside all neighbours; alternate radii allowed."""
    total = 0.0
    for sign in (1, -1):
        own = mean_radius + sign * half_difference
        x, y, z = own * unit_x, own * unit_y, own * unit_z
        free = np.ones((n_dir, n_dir), dtype=bool)
        for i in (-1, 0, 1):
            for j in (-1, 0, 1):
                if i == 0 and j == 0:
                    continue
                other_sign = sign * (-1)**(abs(i) + abs(j))
                other = mean_radius + other_sign * half_difference
                distance2 = (x - i * pitch)**2 + (y - j * pitch)**2 + z**2
                free &= distance2 >= other**2
        total += 2 * np.pi * own**2 * free.mean()
        if half_difference == 0:
            return total / pitch**2
    return total / (2 * pitch**2)


# Area formula in all three stages against direct surface sampling.
for scaled in (0.6, 1.0, 1.1, 1.3, 1.41, 1.6, 2.5):
    radius = scaled * half
    assert abs(sampled_ratio(radius) - area_ratio(radius)) < 4e-3

# The sampled maximum lies at contact and has the stated height.
scan = np.array([0.8, 0.9, 0.95, 1.0, 1.05, 1.1, 1.2, 1.4, 1.7, 2.2])
sampled_scan = np.array([sampled_ratio(s * half) for s in scan])
assert scan[np.argmax(sampled_scan)] == 1.0
assert abs(sampled_scan.max() - np.pi / 2) < 1e-6

# Height map on one quarter of a cell: volume and bare substrate.
n_map = 800
line = half * (np.arange(n_map) + 0.5) / n_map
rho2 = line[:, None]**2 + line[None, :]**2


def mean_thickness(radius):
    return np.sqrt(np.maximum(radius**2 - rho2, 0)).mean()


def bare_fraction(radius):
    return (rho2 > radius**2).mean()


# Volume gained per unit radial growth equals exposed film area.
step = 0.01 * half
for scaled in (0.7, 1.2, 1.35, 1.8, 3.0):
    radius = scaled * half
    slope = (mean_thickness(radius + step)
             - mean_thickness(radius - step)) / (2 * step)
    assert abs(slope - area_ratio(radius)) < 5e-3
assert abs(mean_thickness(half) - np.pi * half / 6) < 1e-3 * half

# Film plus bare substrate also peaks at contact.
total_scan = sampled_scan + np.array([bare_fraction(s * half) for s in scan])
assert scan[np.argmax(total_scan)] == 1.0
total_peak = area_ratio(half) + 1 - np.pi * half**2 / pitch**2
assert abs(total_scan.max() - total_peak) < 1e-3
assert abs(total_peak - (1 + np.pi / 4)) < 1e-12

# Finite cycles: difference of mean thickness before and after each cycle.
cycles = np.arange(0, 101)
thickness = np.array([mean_thickness(growth * n) for n in cycles])
gains = np.diff(thickness)
best_cycle = int(np.argmax(gains)) + 1
assert abs(gains.max() / growth - np.pi / 2) < 0.01


# Random simultaneous nuclei: Dawson formula against a random array.
def random_ratio(u):
    return 2 * u * dawsn(u)


rng = np.random.default_rng(12)
n_nuclei = 4000
nuclei = rng.random((n_nuclei, 2))
axis = (np.arange(700) + 0.5) / 700
points = np.stack(np.meshgrid(axis, axis), axis=-1).reshape(-1, 2)
nearest = cKDTree(nuclei, boxsize=1.0).query(points)[0]
nearest_u = nearest * np.sqrt(np.pi * n_nuclei)
for u in (0.8, 1.5, 2.2):
    du = 0.02 * u
    upper = np.sqrt(np.maximum((u + du)**2 - nearest_u**2, 0)).mean()
    lower = np.sqrt(np.maximum((u - du)**2 - nearest_u**2, 0)).mean()
    # Tolerance covers the statistical scatter of a finite random array.
    assert abs((upper - lower) / (2 * du) - random_ratio(u)) < 0.03
random_peak = minimize_scalar(lambda u: -random_ratio(u), bounds=(0.5, 3),
                              method="bounded")
random_radius = random_peak.x * pitch / np.sqrt(np.pi)


# Alternate sites with unequal radii: position and height of the peak.
def unequal_peak(e):
    position = pitch / 2 + 2 * e**2 / pitch
    height = (np.pi / 2 + 2 * np.pi * e**2 / pitch**2
              + 8 * np.pi * e**4 / pitch**4)
    return position, height


large_e = 0.15 * pitch
position, height = unequal_peak(large_e)
at_peak = sampled_ratio(position, large_e)
assert abs(at_peak - height) < 4e-3
assert at_peak > sampled_ratio(half, large_e) + 5e-3
assert at_peak > sampled_ratio(1.08 * position, large_e) + 5e-3
delay_e = delay_cycles * growth / 2
delay_position, delay_height = unequal_peak(delay_e)
delay_scan = [sampled_ratio(m, delay_e) for m in np.linspace(8, 18, 11)]
assert max(delay_scan) < delay_height + 2e-3
assert abs(sampled_ratio(delay_position, delay_e) - delay_height) < 3e-3

# Flatter spherical caps that touch: formula against surface quadrature.
theta = np.radians(contact_angle)
cap_ratio = 2 * np.pi * half**2 / (1 + np.cos(theta)) / pitch**2
sphere = half / np.sin(theta)
cap_area = quad(lambda s: 2 * np.pi * s * sphere
                / np.sqrt(sphere**2 - s**2), 0, half)[0]
assert abs(cap_area / pitch**2 - cap_ratio) < 1e-7


# One isolated touching pair merges into a hemisphere of equal volume.
def dome_volume(radius):
    return quad(lambda z: np.pi * (radius**2 - z**2), 0, radius)[0]


merged = brentq(lambda r: dome_volume(r) - 2 * dome_volume(half),
                half, 2 * half)
merge_loss = 1 - merged**2 / (2 * half**2)
assert abs(merge_loss - (1 - 2**(-1 / 3))) < 1e-8

print("Al island regime, rough typical inputs")
print(f"grid pitch: {pitch:.1f} nm")
print(f"radial growth: {growth:.2f} nm per cycle")
print(f"island density: {1 / (pitch * 1e-7)**2:.2e} per cm2")
print(f"radius at first contact: {half:.2f} nm")
print(f"growth cycles to first contact: {half / growth:.1f}")
print(f"radius at full coverage: {closure:.2f} nm")
print(f"growth cycles to full coverage: {closure / growth:.1f}")
print("film area / substrate area, formula and surface sampling:")
for radius in (5.0, 9.0, half, 11.0, 12.0, closure, 20.0, 30.0):
    print(f"  radius {radius:.2f} nm: {area_ratio(radius):.4f}, "
          f"{sampled_ratio(radius):.4f}")
print(f"pi/2: {np.pi / 2:.4f}")
print(f"film plus bare area ratio at contact: {total_peak:.4f}")
print(f"bare substrate fraction at contact: {1 - np.pi / 4:.4f}")
print(f"mean thickness at contact: {mean_thickness(half):.2f} nm")
print(f"mean thickness at full coverage: {mean_thickness(closure):.2f} nm")
peak_gain = growth * area_ratio(half)
print(f"peak thickness gain, smooth growth: {peak_gain:.4f} nm per cycle")
print(f"same peak gain: {10 * peak_gain:.3f} angstrom per cycle")
print(f"largest gain in one whole cycle: {gains.max():.4f} nm")
print(f"number of that cycle: {best_cycle}")
print(f"gain in cycle 100: {gains[-1]:.4f} nm")
print("effects left out of the equal-grid model")
print(f"random sites, peak area ratio: {-random_peak.fun:.4f}")
print(f"random sites, radius at peak: {random_radius:.2f} nm")
print(f"random sites, cycles to peak: {random_radius / growth:.1f}")
print(f"random sites, bare fraction at peak: {np.exp(-random_peak.x**2):.3f}")
print(f"delay of alternate sites: {delay_cycles} cycles")
print(f"delayed sites, radius difference: {2 * delay_e:.2f} nm")
print(f"delayed sites, mean radius at peak: {delay_position:.3f} nm")
print(f"delayed sites, peak area ratio: {delay_height:.4f}")
print(f"chosen contact angle: {contact_angle:.0f} degrees")
print(f"flatter caps, area ratio at contact: {cap_ratio:.4f}")
print(f"merged pair, new radius: {merged:.2f} nm")
print(f"merged pair, area lost: {100 * merge_loss:.1f} percent")
print("tests ok")
```

It prints:

```
Al island regime, rough typical inputs
grid pitch: 20.0 nm
radial growth: 0.30 nm per cycle
island density: 2.50e+11 per cm2
radius at first contact: 10.00 nm
growth cycles to first contact: 33.3
radius at full coverage: 14.14 nm
growth cycles to full coverage: 47.1
film area / substrate area, formula and surface sampling:
  radius 5.00 nm: 0.3927, 0.3927
  radius 9.00 nm: 1.2723, 1.2723
  radius 10.00 nm: 1.5708, 1.5708
  radius 11.00 nm: 1.5551, 1.5549
  radius 12.00 nm: 1.5080, 1.5077
  radius 14.14 nm: 1.3013, 1.3008
  radius 20.00 nm: 1.1026, 1.1019
  radius 30.00 nm: 1.0403, 1.0402
pi/2: 1.5708
film plus bare area ratio at contact: 1.7854
bare substrate fraction at contact: 0.2146
mean thickness at contact: 5.24 nm
mean thickness at full coverage: 11.37 nm
peak thickness gain, smooth growth: 0.4712 nm per cycle
same peak gain: 4.712 angstrom per cycle
largest gain in one whole cycle: 0.4706 nm
number of that cycle: 35
gain in cycle 100: 0.3122 nm
effects left out of the equal-grid model
random sites, peak area ratio: 1.2847
random sites, radius at peak: 16.95 nm
random sites, cycles to peak: 56.5
random sites, bare fraction at peak: 0.105
delay of alternate sites: 10 cycles
delayed sites, radius difference: 3.00 nm
delayed sites, mean radius at peak: 10.225 nm
delayed sites, peak area ratio: 1.6069
chosen contact angle: 70 degrees
flatter caps, area ratio at contact: 1.1705
merged pair, new radius: 12.60 nm
merged pair, area lost: 20.6 percent
tests ok
```
